# Linear-Parabolic Constants from Inverse Growth Rates, with Error Analysis

## Inverse-rate regression for oxide growth

An oxide film grows from 30 nm to 248.8 nm in 480 min. Its thickness is recorded once a minute with a random error of 0.2 nm, less than 0.1 % of the final thickness. The thickness gain between neighbouring readings, from which the inverse growth rate is computed, has a noise of 31 % of its value at the start of the run and 93 % at the end. Yet the same record, differenced over 40 min instead of 1 min, gives the two growth constants with standard errors of 0.4 % and 0.2 %. Two questions follow: why so long a difference does not distort the result, and how noise passes from the readings to the constants.

### The secant identity

Linear-parabolic growth obeys

$$x^2+Ax=B(t+\tau), \tag{1}$$

where $x$ is the thickness, $B$ the parabolic constant, $B/A$ the linear rate constant and $\tau$ a time offset that accounts for the film present at $t=0$. Differentiating (1) gives $(2x+A)\,dx/dt=B$, so

$$\frac{dt}{dx}=\frac{A+2x}{B}. \tag{2}$$

The term $A/B$ is the time per unit thickness set by the interface reaction. The term $2x/B$ is the additional time caused by diffusion through the film.

Equation (2) suggests a straight-line plot, but it contains a derivative, while the data are discrete. Subtract (1) at time $t_i$ from (1) at a later time $t_j=t_i+D$. The offset cancels:

$$(x_j^2-x_i^2)+A(x_j-x_i)=BD.$$

Factor the left side as $(x_j-x_i)(x_j+x_i+A)$ and divide by $B(x_j-x_i)$:

$$r\equiv\frac{D}{x_j-x_i}=\frac AB+\frac2B\,\bar x,\qquad \bar x=\frac{x_i+x_j}{2}. \tag{3}$$

No expansion in $D$ was made. As long as (1) holds with constant $A$ and $B$, the finite difference lies on the line (2) for any span, provided that it is plotted against the mean of its two end thicknesses. A longer span then costs no truncation error.

The offset matters if it is not eliminated. Equation (1) can be written $x=B(t+\tau)/x-A$. The example has $A=160$ nm, $B=200$ nm²/min and $x(0)=30$ nm, hence $\tau=(30^2+160\times30)/200=28.5$ min. An unweighted straight line through noise-free values of $x$ against $t/x$, with $\tau$ set to zero, gives $A=26.4$ nm and $B=135.6$ nm²/min. The omitted term $B\tau/x$ falls from 190 nm to 23 nm during the run and is absorbed by both constants.

### Pairing with the central time

It may seem natural to assign the secant to the thickness $x_c$ at the middle of the time interval. Expanding the end values about that time gives $\bar x\approx x_c+\tfrac18D^2x''$. From $x'=B/(A+2x)$,

$$x''=-\frac{2B\,x'}{(A+2x)^2}=-\frac{2B^2}{(A+2x)^3},$$

and therefore, to leading order in $D$,

$$x_c-\bar x\approx\frac{B^2D^2}{4(A+2x_c)^3}. \tag{4}$$

For $D=40$ min this is 0.14 nm in the middle of the run. At $t=20$ min, where $A+2x=\sqrt{A^2+4B(t+\tau)}=254$ nm, it is about 1 nm. The displacement varies along the line, so it changes slope and intercept. With the weights introduced below, noise-free data paired in this way give $A$ too small by 2.8 nm for 40 min spans and by 9.1 nm for 80 min spans. The mean in (3) avoids this error.

### Noise of one inverse rate

Let the readings be $y_i=x_i+e_i$, with independent errors of zero mean and standard deviation $\sigma$, and let the times be free of error. With $\Delta x=x_j-x_i$ and $\delta=e_j-e_i$, the measured inverse rate is

$$\hat r=\frac{D}{\Delta x+\delta}=r\left(1-\frac{\delta}{\Delta x}+\frac{\delta^2}{\Delta x^2}-\cdots\right).$$

The variance of $\delta$ is $2\sigma^2$. The linear term gives the standard deviation, and $\Delta x=D/r$ brings it to its useful form:

$$s_r\approx\frac{\sqrt2\,\sigma\,r}{\Delta x}=\frac{\sqrt2\,\sigma\,r^2}{D}. \tag{5}$$

The quadratic term does not average to zero. It shifts the mean by

$$b_r\approx\frac{2\sigma^2r}{\Delta x^2}=\frac{2\sigma^2r^3}{D^2}. \tag{6}$$

Both results need $\sigma\ll\Delta x$. For Gaussian errors the mean of $\hat r$ does not strictly exist, since the denominator can come arbitrarily close to zero; (6) describes the bulk of the distribution when such events are too rare to occur in practice.

For 1 min spans the condition fails. The film gains 0.905 nm in the first minute and 0.304 nm in the last, while the noise of a gain is $\sqrt2\times0.2=0.283$ nm. With Gaussian errors, the last measured gain is negative with a probability of 14 %. For 40 min spans the relative noise from (5) is 0.9 % at the start and 2.3 % at the end.

Equation (5) has two limits. In a thin film, $2x\ll A$, the inverse rate is nearly $A/B$ and all points are equally noisy; such data fix $B/A$ but hardly the slope. In a thick film, $2x\gg A$, the noise grows as $x^2$, and $A$ rests on an extrapolation to zero thickness. To separate $A$ from $B$ well, the record should cover a wide range of thickness and start thin; merely straddling $A/2$, here 80 nm, is not enough. With 481 readings evenly spaced in time, the smallest attainable standard deviation of $A$ (the information bound introduced below) is 1.9 nm for a record from 40 to 120 nm, 1.3 nm from 5 to 80 nm, 1.0 nm from 80 to 250 nm and 0.5 nm from 5 to 160 nm. A thin start helps only where (1) still holds, which for thin dry oxides it does not.

### The algorithm

1. Choose a span of $m$ sampling intervals $h$, so that $D=mh$. For every sample $k$ that has a partner $k+m$, form $\hat r_k=D/(y_{k+m}-y_k)$ and $\bar y_k=(y_k+y_{k+m})/2$.
2. Fit $\hat r_k=q+s\bar y_k$ by least squares, first with equal weights.
3. Repeat the fit with weights $w_k=(q+s\bar y_k)^{-4}$ until $q$ and $s$ settle. By (5), these are inverse variances up to a common factor.
4. Compute $B=2/s$ and $A=2q/s$.

The weights use the fitted inverse rate, not the measured one. If $\hat r=r+\eta$, then $\hat r^{-4}\approx r^{-4}(1-4\eta/r)$, and the weighted error has the mean $-4r^{-5}\langle\eta^2\rangle$. Points that happen to lie low would receive too much weight.

### From point noise to parameter noise

Overlapping spans share readings, so their errors are correlated, and the usual error bar of a regression with independent points does not apply. The correct one follows from the residual of a span when the true constants are inserted,

$$u=\hat r-\frac{A+y_i+y_j}{B}.$$

Multiply by $B(y_j-y_i)$. The first term becomes $BD$, the second $A(y_j-y_i)+y_j^2-y_i^2$. Replace $BD$ by $A(x_j-x_i)+x_j^2-x_i^2$ and keep terms linear in the errors:

$$u\approx-\frac{(A+2x_j)e_j-(A+2x_i)e_i}{B\,\Delta x}. \tag{7}$$

Write (7) for all spans as $\mathbf u=L\mathbf e$. Let $X$ have the rows $(1,\bar x_k)$ and let $W$ be the diagonal matrix of weights. The errors of intercept and slope are $S\mathbf u$, with $S=(X^TWX)^{-1}X^TW$. Changes of the weights caused by noise multiply $\mathbf u$ and are of second order. Differentiating $B=2/s$ and $A=2q/s$ gives

$$dB=-\frac{B^2}{2}\,ds,\qquad dA=B\,dq-\frac{AB}{2}\,ds. \tag{8}$$

If $T$ is the matrix of these coefficients and $P=TSL$, the covariance of $(A,B)$ is

$$C=\sigma^2PRP^T, \tag{9}$$

where $R$ is the correlation matrix of the reading errors, the unit matrix if they are independent. The bias of $(A,B)$ caused by the reciprocal is $TS\mathbf b$, with $\mathbf b$ the vector of shifts (6).

The dependence on span length can be read from (7). Put $z_i=(A+2x_i)e_i/B$. An error of the slope is then a sum of the form

$$ds=\frac1m\sum_k a_k(z_k-z_{k+m}),\qquad a_k=\frac{mS_k}{\Delta x_k},$$

where $S_k$ is the slope row of $S$. For short spans $\Delta x_k$ is proportional to $m$, so $a_k$ is a smooth function nearly independent of $m$. A reading in the interior appears in two spans with opposite signs, and its coefficient $(a_i-a_{i-m})/m$ is the local slope of $a$, which does not depend on $m$. The first $m$ and last $m$ readings appear once, with coefficients of size $a/m$. Their variances add to about $m(a/m)^2=a^2/m$ at each end, whereas the interior contributes of order $a^2/N$ for $N$ readings. For $m\ll N$ the ends dominate, and the parameter error falls as $m^{-1/2}$, although the error of each point falls as $m^{-1}$.

Equations (6) and (9) give for the example, with $\sigma=0.2$ nm and $h=1$ min:

| Span (min) | s.d. of $A$ (nm) | s.d. of $B$ (nm²/min) | bias of $B$ (nm²/min) |
|---|---|---|---|
| 10 | 1.27 | 0.61 | −2.00 |
| 20 | 0.91 | 0.43 | −0.51 |
| 40 | 0.68 | 0.32 | −0.133 |
| 80 | 0.56 | 0.26 | −0.035 |
| 160 | 0.59 | 0.27 | −0.009 |

From 10 to 20 min the standard deviation of $B$ falls by a factor 1.4, as the end argument predicts; beyond that the gain fades, and at 160 min it has turned into a small loss. The bias falls almost fourfold at each doubling up to 80 min, as (6) requires. It is negative because the shift (6) grows as $r^3$ and so steepens the line. At 10 min it is more than three standard deviations. In this example, then, it is the bias of the reciprocal that rules out the shortest spans. The last column contains only the shift (6). Other second-order effects of the noise add about +0.003 nm²/min, which is noticeable only for the longest spans: at 160 min the full bias is about −0.006 nm²/min.

In 4000 simulated records with Gaussian noise, the 40 min fits scatter by 0.68 nm in $A$ and 0.32 nm²/min in $B$, and the 20 min fits have a mean error of −0.51 nm²/min in $B$, in agreement with the table. With equal weights, the 40 min standard deviations from (9) would be 0.86 nm and 0.42 nm²/min.

### What differencing does not lose

Solve (1) for time: $t=x^2/B+(A/B)x-\tau$. With readings in place of $x$, the residual of this undifferentiated law is, to first order,

$$v_i=t_i-\frac{y_i^2+Ay_i}{B}+\tau\approx-\frac{(A+2x_i)e_i}{B}. \tag{10}$$

Let $V$ be the covariance matrix of the $v_i$, held fixed, and let $G$ take the differences of adjacent readings. Suppose that only the differences $\mathbf d=G\mathbf v$ are known. Among all $\mathbf v$ with these differences, the smallest value of $\mathbf v^TV^{-1}\mathbf v$ is found with a Lagrange multiplier: $\mathbf v=VG^T(GVG^T)^{-1}\mathbf d$, and the minimum is

$$\mathbf d^T(GVG^T)^{-1}\mathbf d.$$

This is the sum that generalized least squares minimizes for the differences with their full covariance. The vectors with given differences differ by a common constant, and by (10) a common constant is a change of $\tau$. Fitting the differences with their full covariance is therefore the same as fitting the undifferentiated law with $\tau$ free. Dividing each difference by its thickness gain, which turns it into an inverse-rate residual, rescales $\mathbf d$ and its covariance together and leaves the sum unchanged.

By (10), weighting $v_i^2$ with $(A+2x_i)^{-2}$ amounts, to first order, to minimizing $\sum e_i^2$, the direct fit of $x(t)$. For independent Gaussian errors its covariance is the information bound $\sigma^2(J^TJ)^{-1}$, where $J$ holds the derivatives of $x(t)$ with respect to $A$, $B$ and $\tau$. Taking these by finite differences gives standard deviations of 0.46 nm, 0.22 nm²/min and 0.08 min. The 40 min span fit is worse by a factor of 1.5 in $A$ and $B$, the 80 min fit by 1.2. This excess is not the price of differencing itself. For 40 min spans nearly all of it comes from the diagonal weights: with their full covariance, the same spans give standard deviations within about 1 % of the bound.

The inverse-rate plot remains useful because a sufficiently large change of the growth law during the run can show as curvature. A straight plot does not prove the law, however: the thin-oxide term and the 1 K temperature drift considered below bend the 40 min line by less than the noise of one point, yet they shift the constants. The undifferentiated fit, with weights taken from the span result, can then reduce the statistical error of the constants and supply $\tau$. It does not remove errors of the growth law: a direct fit of $x(t)$ is shifted by −0.6 nm in $A$ and −0.3 nm²/min in $B$ by the thin-oxide term, and by 4.0 nm and 2.8 nm²/min by the drift.

### One record

Three of the 441 spans of a simulated noisy record, with $D=40$ min, are:

| Start (min) | $\bar y$ (nm) | $\hat r$ (min/nm) | $s_r$ (min/nm) |
|---|---|---|---|
| 0 | 45.90 | 1.258 | 0.011 |
| 220 | 165.00 | 2.444 | 0.042 |
| 440 | 242.55 | 3.180 | 0.074 |

For the last one, the true line gives $(160+2\times242.55)/200=3.226$ min/nm, and the measured value lies 0.6 standard deviations below it. The weighted line has $q=0.7958$ min/nm and $s=0.010037$ min/nm², so

$$B=\frac{2}{0.010037}=199.3\ \text{nm}^2/\text{min},\qquad A=\frac{2\times0.7958}{0.010037}=158.6\ \text{nm}.$$

Both are low by somewhat more than two standard deviations, or by 1.9 once the bias of 40 min spans, −0.16 nm in $A$ and −0.13 nm²/min in $B$, is removed. These are not two independent accidents: the slope error enters both by (8), the intercept error is tied to it, and (9) gives a correlation of 0.99 between the errors of $A$ and $B$. The undifferentiated fit of the same record gives $A=159.5$ nm, $B=199.8$ nm²/min and $\tau=28.4$ min.

### Errors that the noise analysis leaves out

The parameters are round numbers in the rough range of dry oxidation of silicon near 1000 °C at atmospheric pressure; in other units, $A=0.16$ µm and $B=0.012$ µm²/h. Thin dry oxides grow faster than (1) allows. As a rough model, add $Ce^{-x/L}$ to the growth rate, with $C=2$ nm/min and $L=7$ nm. At 30 nm this raises the rate by 3 %. Numerical integration followed by the 40 min fit gives shifts of −0.9 nm in $A$ and −0.4 nm²/min in $B$, slightly more than one standard deviation each. Discarding data below 50 nm reduces them to −0.09 nm and −0.04 nm²/min, but the shorter record raises the standard deviations to 0.90 nm and 0.40 nm²/min.

Other imperfections can weigh more, though not always in both constants. Again for 40 min spans:

- **Temperature drift.** Let the furnace warm steadily by 1 K during the run, with rough activation energies of 1.2 eV for $B$ and 2.0 eV for $B/A$. The later, thicker part of the line is lowered, and the fit returns $A$ larger by 3.5 nm and $B$ by 2.6 nm²/min than their values at the starting temperature. Compared with the values at mid-run, the excess is 4.0 nm and 1.7 nm²/min.
- **Thickness scale.** If readings are $cx$ instead of $x$, multiplying (1) by $c^2$ shows that $A$ becomes $cA$ and $B$ becomes $c^2B$. A scale error of 1 % shifts them by 1.6 nm and 4.0 nm²/min.
- **Thickness offset.** If readings are $x+d$, (2) becomes $(A-2d+2y)/B$. An offset of 1 nm lowers $A$ by 2 nm and leaves $B$ unchanged.
- **Correlated noise.** If the correlation of reading errors decays as $e^{-|t_i-t_j|/T_c}$ with $T_c=10$ min, (9) gives standard deviations of 2.5 nm and 1.2 nm²/min, 3.7 times those for independent errors of the same $\sigma$.

With these magnitudes, the statistical error of 0.3 nm²/min in $B$ is not its uncertainty. A 1 % error of the thickness scale, such as a wrong refractive index may cause in an optical measurement, moves $B$ by more than ten times as much, and no choice of span reveals it.
